# Overlap conservation, symplecticity and energy error of Gauss-Legendre Kohn-Sham propagation, part 2

Kohn-Sham orbitals are propagated through thousands of time steps after a short pulse. They should stay orthonormal, and their energy should then stay constant. Hartree atomic units are used. The columns of $C$ are the $N_o$ doubly occupied orbitals in an orthonormal basis, and $H$ is Hermitian. Primes on $f$ and $E$ denote derivatives with respect to $C$, and $\xi,\eta$ are displacements of the orbitals. For $f$ derived from an energy $E$,

$$\Omega(f'\xi,\eta)+\Omega(\xi,f'\eta)=E''(\xi,\eta)-E''(\eta,\xi)=0. \tag{11}$$

The exact flow over time $t$ is $\varphi_t$; a superscript names another field. A Gauss-Legendre step $\Phi_h$ of length $h$ takes $C_n$ to $C_{n+1}$. With nodes $c_i$, the zeros of the Legendre polynomial $P_s$ shifted to $[0,1]$, stages $Y_i$ and slopes $K_j=f(Y_j,t_n+c_jh)$, it reads

$$Y_i=C_n+h\sum_ja_{ij}K_j,\quad C_{n+1}=C_n+h\sum_jb_jK_j,\quad a_{ij}=\int_0^{c_i}l_j\,d\tau. \tag{6}$$

Here $l_j$ is the polynomial of degree $s-1$ equal to 1 at $c_j$ and 0 at the other nodes, and $b_j=\int_0^1l_j\,d\tau$. RK4 is the classical explicit fourth-order Runge-Kutta method.

The model has 31 grid points $x_j$ with spacing $\Delta=0.5$ bohr, external potential $-4/\sqrt{x^2+1}$ and repulsion $1/\sqrt{1+(x-x')^2}$. The exchange energy is $-(g/4)\sum_jN_j^2/\Delta$ with $g=0.2$ hartree bohr, where $N_j=2\sum_k|C_{jk}|^2$. The matrix $h_0$ holds kinetic and external energy; the symmetric matrix $K$ (without index) holds repulsion and exchange. A kick multiplies the ground-state orbitals by $e^{ikx}$; $k=0.5$ per bohr adds $0.466$ hartree.

In the numerical output, the coefficient defect is the largest violation of $b_ib_j=b_ia_{ij}+b_ja_{ji}$, and a symplectic defect is the largest violation of the preservation of $\Omega$. The residual formula gives the overlap change from the slope errors left by an unfinished iteration. The nonvariational test multiplies row $j$ of $K$ by $1+0.1x_j$, and the driven test adds the potential $0.1x\cos(0.5t)$.

## The energy over long times

The orbitals $C$ obey $\dot C=f(C)=-iH(C)C$, and from here on $H$ has no explicit time dependence. It derives from a smooth energy $E$, so that $E'(C)[Y]=\Omega(f,Y)$ with $\Omega(X,Y)=4\,\mathrm{Im}\,\mathrm{Tr}X^\dagger Y$, and $\Omega(f'\xi,\eta)=-\Omega(\xi,f'\eta)=E''(\xi,\eta)$. One $s$-stage Gauss step $\Phi_h$ conserves $C^\dagger C$, preserves $\Omega$, and differs from the exact flow by $O(h^{2s+1})$. The model has four electrons on a grid, with site populations $N$, potential $v=KN$ and energy $2\,\mathrm{Tr}C^\dagger h_0C+\frac12N\cdot KN$.

The energy of this model is of fourth degree in the orbitals, so the quadrature argument for quadratic quantities does not conserve it. What can be shown is that the numerical orbitals very nearly follow another Hamiltonian system, whose energy lies close to $E$.

Orthonormal orbitals satisfy $\mathrm{Tr}\,C^\dagger C=N_o$, the number of orbitals, and the method keeps them on this sphere. Let $E$ be smooth on a somewhat larger ball about the origin. The constants below hold throughout the ball, which may be shrunk slightly a finite number of times so that steps starting in it stay where $E$ is smooth.

Build a modified vector field step by step. Suppose that $F_k$ is Hamiltonian, tends to $f$ as $h\to0$, and has a flow that over the time $h$ agrees with the method up to

$$\Phi_h(C)=\varphi_h^{F_k}(C)+h^{k+1}d_k(C)+O(h^{k+2}). \tag{14}$$

The start is $F_{2s}=f$. Adding $h^kd_k$ to the field changes its flow over the time $h$ by $h\cdot h^kd_k+O(h^{k+2})$. So $F_{k+1}=F_k+h^kd_k$ removes the leading discrepancy, and (14) holds with $k$ raised by one.

The new term must be shown to be Hamiltonian. The flow of $F_k$ preserves $\Omega$, because (11) applies to any Hamiltonian field and makes the time derivative of $\Omega(\xi,\eta)$ vanish along it. The method preserves $\Omega$ as well. Insert the derivative of (14) into both statements and subtract. Since the derivative of $\varphi_h^{F_k}$ is the identity plus $O(h)$, the terms of order $h^{k+1}$ give

$$\Omega(d_k'X,Y)+\Omega(X,d_k'Y)=0,\qquad\text{hence}\qquad \Omega(d_k'X,Y)=\Omega(d_k'Y,X). \tag{15}$$

This symmetry allows an energy to be written down:

$$E_k(C)=\int_0^1\Omega\big(d_k(\theta C),C\big)\,d\theta. \tag{16}$$

Its derivative in a direction $Y$ is, by (15),

$$E_k'[Y]=\int_0^1\big[\theta\,\Omega(d_k'(\theta C)C,Y)+\Omega(d_k(\theta C),Y)\big]d\theta
=\int_0^1\frac{d}{d\theta}\big[\theta\,\Omega(d_k(\theta C),Y)\big]d\theta=\Omega(d_k(C),Y).$$

So $d_k$ is the Hamiltonian field of $E_k$, which is single-valued on the whole ball. Here symplecticity does its work. Without it, $d_k$ would still exist, but it need not possess an energy.

Stop at some integer $m>2s$. The field $F_m$ conserves

$$\tilde E=E+h^{2s}E_{2s}+\dots+h^{m-1}E_{m-1}, \tag{17}$$

and one numerical step differs from its flow by $O(h^{m+1})$. Since $\tilde E$ has a bounded derivative, it changes by at most $\kappa h^{m+1}$ per step, and by at most $\kappa t h^m$ after $n=t/h$ steps. Solving (17) for $E$ at the two ends gives

$$|E(C_n)-E(C_0)|\le \kappa\,t\,h^m+\sum_{k=2s}^{m-1}h^k\,|E_k(C_n)-E_k(C_0)|\le\kappa\,t\,h^m+\kappa'h^{2s}. \tag{18}$$

For times up to a constant multiple of $h^{2s-m}$ the first term is itself of order $h^{2s}$, and

$$|E(C_n)-E(C_0)|\le \text{const}\cdot h^{2s}. \tag{19}$$

The integer $m$ is free, so the covered time can grow as any chosen inverse power of $h$. The constants depend on $m$ and the permitted $h$ shrinks as it may, so nothing follows for infinite time at a fixed step. Overlap conservation enters as well: it confines all states to one sphere, so that the same constants serve for every step.

By (17), the leading error is $-h^{2s}$ times the change of $E_{2s}$ from the initial to the present state. It depends on where the orbitals are, not on how many steps brought them there. It can still grow for a long while, if the motion gradually reaches states where $E_{2s}$ is different. An early part of a run therefore need not display the full error.

The conditions matter. A driving field does real work, and the energy then should change. If the step length varies during the run, so does $\tilde E$, and the sum over steps no longer follows. A functional with memory is not of the form treated. An exchange energy proportional to $n^{4/3}$ is not smooth at zero density $n$. For an orbital value of size $c$, with $n\propto c^2$, it varies as $c^{8/3}$, and its third derivative diverges as $c^{-1/3}$; the argument needs a separate treatment or a smoothed functional there. The constants also depend on the basis. Refining a grid raises the largest frequencies, and the estimates do not hold uniformly in the spacing at fixed $h$.

For one stage, the implicit midpoint rule, the correction can be found explicitly. There $c_1=a_{11}=\frac12$ and $b_1=1$, so that the stage is the mean of the two ends:

$$C_{n+1}-C_n=h\,f\Big(\frac{C_n+C_{n+1}}2\Big). \tag{20}$$

Let $z(t)$ follow the modified equation, with $C_n=z(-h/2)$ and $C_{n+1}=z(h/2)$. Taylor expansion about the centre of the step gives

$$C_{n+1}-C_n=h\dot z+\frac{h^3}{24}\dddot z+O(h^5),\qquad \frac{C_n+C_{n+1}}2=z+\frac{h^2}8\ddot z+O(h^4).$$

Insert both into (20), divide by $h$, and expand $f$:

$$\dot z=f+h^2\Big(\frac18f'\ddot z-\frac1{24}\dddot z\Big)+O(h^4).$$

In the bracket the lowest order suffices, namely $\ddot z=f'f$ and $\dddot z=f''(f,f)+f'f'f$. With $\frac18-\frac1{24}=\frac1{12}$,

$$\dot z=f+h^2\Big[\frac1{12}f'f'f-\frac1{24}f''(f,f)\Big]+O(h^4). \tag{21}$$

The corresponding energy is

$$E_2=-\frac1{24}E''(f,f). \tag{22}$$

To verify it, differentiate in a direction $Y$, remembering that $f$ also depends on $C$:

$$E_2'[Y]=-\frac1{24}\big[E'''(f,f,Y)+2E''(f,f'Y)\big].$$

Differentiating $E''(\xi,\eta)=\Omega(f'\xi,\eta)$ once more gives $E'''(f,f,Y)=\Omega(f''(f,f),Y)$. For the second term, $E''(f,f'Y)=\Omega(f'f,f'Y)=-\Omega(f'f'f,Y)$ by (11). Together,

$$E_2'[Y]=\Omega\Big(\frac1{12}f'f'f-\frac1{24}f''(f,f),\,Y\Big),$$

which is the field in (21).

In the model, $E''(f,f)$ follows from expanding $E(C+\epsilon f)$. The populations become $N+\epsilon N^{(1)}+\epsilon^2N^{(2)}$, with $N^{(1)}_j=4\,\mathrm{Re}\sum_kC_{jk}^*f_{jk}$ and $N^{(2)}_j=2\sum_k|f_{jk}|^2$. Twice the coefficient of $\epsilon^2$ in the energy is

$$E''(f,f)=4\,\mathrm{Tr}f^\dagger h_0f+N^{(1)}\!\cdot KN^{(1)}+2N^{(2)}\!\cdot KN. \tag{23}$$

The orders were tested over 10 atomic units of time after the kick of $0.5$ per bohr. The orbital error is the norm of the difference from an independent adaptive integration at the end, where the norm of $C$ itself is $\sqrt2$. The energy error is the largest departure from the initial energy, in hartree. Each pair belongs to steps $h$ and $h/2$.

| $s$ | $h$ | orbital errors | energy errors |
|---|---|---|---|
| 1 | 0.1 | 3.1e-2, 7.7e-3 | 5.87e-4, 1.46e-4 |
| 2 | 0.1 | 2.5e-5, 1.6e-6 | 5.40e-8, 3.36e-9 |
| 3 | 0.2 | 4.1e-6, 6.9e-8 | 2.15e-9, 3.42e-11 |

For two stages the energy errors have the ratio $5.402/0.3363=16.06$, and $\log_2 16.06=4.01$. The energy orders for one and three stages are $2.01$ and $5.97$, in agreement with $2s$. For one stage, $E+h^2E_2$ varies by $3.66\times10^{-6}$ hartree at $h=0.1$ and by $2.29\times10^{-7}$ hartree at half that step. The order is $3.995$, close to the 4 expected when the $h^2$ term has been removed.

Conserved overlaps do not by themselves keep the energy near its initial value. A Crank-Nicolson step whose Hamiltonian $H_n$ is frozen at the old density shows why. With $D=C_{n+1}-C_n$ and $\bar C=(C_n+C_{n+1})/2$, it reads $D=-ihH_n\bar C$. For any fixed Hermitian matrix $A$, multiplying out gives

$$C_{n+1}^\dagger AC_{n+1}-C_n^\dagger AC_n=\bar C^\dagger AD+D^\dagger A\bar C=-ih\,\bar C^\dagger(AH_n-H_nA)\bar C. \tag{24}$$

The choice $A=1$ shows that the overlaps are conserved. The choice $A=H_n$ shows that $2\,\mathrm{Tr}C^\dagger H_nC=2\,\mathrm{Tr}C^\dagger h_0C+v_n\cdot N$ is conserved during the step, with $v_n=KN_n$ held fixed. If $\Delta N$ is the change of the populations, the one-body energy therefore changes by $-N_n\cdot K\Delta N$. The interaction energy changes by $N_n\cdot K\Delta N+\frac12\Delta N\cdot K\Delta N$, since $K$ is symmetric. The sum is

$$E(C_{n+1})-E(C_n)=\tfrac12\,\Delta N\cdot K\,\Delta N. \tag{25}$$

For small $h$, $\Delta N\approx h\dot N$, and the energy changes at the rate $\frac h2\dot N\cdot K\dot N$. Where repulsion dominates this expression it is positive, whichever way the density moves. The electrons are driven by a potential that lags behind them, and the lag then feeds in energy. In the model $K$ is indefinite: 17 of its 31 eigenvalues, those of short-wavelength density changes, are negative because of the exchange term. The gain is therefore a net effect; in the long run below the energy falls in 655 of the 5000 steps.

The long runs take 5000 steps of $h=0.2$, a total of 1000 atomic units of time, or $24.2$ fs. The largest energy errors after the strong kick, in hartree, are as follows.

| method | first tenth | whole run |
|---|---|---|
| Gauss, $s=1$ | 3.6e-3 | 5.5e-3 |
| Gauss, $s=2$ | 1.2e-5 | 5.0e-5 |
| RK4 | 1.2e-2 | 1.0e-1 |
| frozen $H_n$ | 3.3e-1 | 6.7 |

The frozen scheme keeps the overlaps to $7\times10^{-15}$, yet raises the energy by $6.68$ hartree, about fourteen times the $0.466$ hartree supplied by the kick. The sum of the increments (25) reproduces this rise. RK4 loses $0.10$ hartree and changes the overlaps by $5\times10^{-3}$. Both Gauss runs hold the overlaps to better than $10^{-12}$.

The two-stage error deserves attention: it is $4.4$ times larger over the whole run than in its first tenth, and it ends close to its maximum. A steady drift would give a factor near ten, and an error already at its full size a factor near one. The value belongs to this trajectory: the motion is sensitive to its start, and a kick of $0.501$ per bohr gives $3.2$. The energy record alone does not decide between a slow drift and a slowly changing $E_4$. The theorem favours the latter for small enough $h$, and part of $E_4$ is easy to obtain. For a fixed Hamiltonian the two-stage step turns a component of energy $\epsilon$ through the phase $h\epsilon-(h\epsilon)^5/720+\dots$, which corresponds to $E_4=-\frac1{720}\,2\,\mathrm{Tr}\,C^\dagger H^5C$. Evaluated with the instantaneous $H$, this omits the density-response terms of the true $E_4$. Even so, $-h^4$ times its change follows the energy error of $5.0\times10^{-5}$ hartree to within $4\times10^{-6}$ hartree over the whole run. Most of the growth therefore reflects a gradual passage of the motion to higher frequencies.

For one stage the question can be put directly, because $E_2$ is known. Over 500 atomic units with $h=0.1$, the energy varies by $1.03\times10^{-3}$ hartree and $E+h^2E_2$ by $2.2\times10^{-5}$ hartree. The correction thus removes a fraction $1-0.022/1.03\approx0.98$ of the variation. Nearly all of the error is therefore a function of the present state; a drift making up most of it would have remained. Whether the small remainder contains a drift is not decided by this test.

After a weak kick of $0.02$ per bohr, the ratio of the largest error in the whole run to that in its first tenth is $7.97/5.80=1.37$ for one stage and $1.802/1.368=1.32$ for two, again with $h=0.2$ over 1000 atomic units. These finite runs show no persistent growth of the kind seen with the frozen Hamiltonian, which gains $1.4$ hartree even after the weak kick. The statement for longer times rests on (18), with its conditions on smoothness, step length and basis; the remaining figures are in the numerical output.

## Computed values

```
Grid: 31 points, spacing 0.50 bohr
Well charge 4.0 e, softening 1.0 bohr
Exchange strength 0.20 hartree bohr
Strong kick 0.50, weak kick 0.02 1/bohr
Number of electrons 4.000000
Occupied levels -0.723623, 0.136402 hartree
Ground-state energy -5.51908525 hartree
Energy after strong kick -5.05308911 hartree
Coefficient defect, Gauss s=1..5: 2.01e-15 (no unit)
Coefficient defect, RK4: 0.111111 (no unit)
Driven test: field 0.1 cos(0.5 t) a.u., h=0.1 a.u., 100 steps
Driven overlap error 4.44e-16 (no unit)
Unfinished iteration: 2 sweeps, one step h=0.1 a.u.
  overlap change 7.958437e-06 (no unit)
  residual formula 7.958437e-06 (no unit)
  largest difference 3.48e-16 (no unit)
Symplectic defects for one step h=0.2 a.u. (no unit):
  Gauss s=1: 1.324e-11
  Gauss s=2: 1.312e-11
  RK4: 4.423e-02
  Frozen-H CN: 7.479e-03
  Gauss s=2, nonvariational: 1.134e-02
Nonvariational overlap error, 100 steps: 4.22e-15
Order tests over 10.0 a.u. of time:
  s=1, h=0.10 and 0.050 a.u. of time
    orbital errors 3.059e-02, 7.664e-03; order 1.997
    energy errors 5.870e-04, 1.458e-04 hartree; order 2.009
  s=2, h=0.10 and 0.050 a.u. of time
    orbital errors 2.506e-05, 1.590e-06; order 3.979
    energy errors 5.402e-08, 3.363e-09 hartree; order 4.006
  s=3, h=0.20 and 0.100 a.u. of time
    orbital errors 4.148e-06, 6.873e-08; order 5.915
    energy errors 2.148e-09, 3.418e-11 hartree; order 5.974
One-stage modified-energy variation, h=0.10 and 0.050 a.u.:
  3.655e-06, 2.292e-07 hartree; order 3.995
Long runs: h=0.2 a.u., 5000 steps, 1000.0 a.u. = 24.189 fs
Strong kick, max energy error (hartree), first tenth / whole; ratio:
  Gauss s=1: 3.6038e-03 / 5.5354e-03; 1.536
  Gauss s=2: 1.1556e-05 / 5.0332e-05; 4.355
  RK4: 1.1717e-02 / 1.0082e-01; 8.604
  Frozen-H CN: 3.2711e-01 / 6.6795e+00; 20.420
Strong kick, final energy change (hartree); overlap error (no unit):
  Gauss s=1: +3.6909e-03; 4.154e-13
  Gauss s=2: +4.9911e-05; 4.419e-14
  RK4: -1.0082e-01; 5.157e-03
  Frozen-H CN: +6.6790e+00; 6.883e-15
Frozen-H CN drift from population changes 6.67896715 hartree
Frozen-H CN drift from energies 6.67896715 hartree
Strong kick, s=1, h=0.1 a.u., 500.0 a.u. of time:
  variation of energy 1.0316e-03, of modified energy 2.2176e-05 hartree
Weak kick, max energy error (hartree), first tenth / whole; ratio:
  Gauss s=1: 5.7999e-05 / 7.9660e-05; 1.373
  Gauss s=2: 1.3678e-08 / 1.8020e-08; 1.317
```
